# Why density mixing and potential mixing converge at the same rate

A self-consistent calculation for a metal film oscillates: charge moves from one face to the other and back, and each swing is larger than the last. The density is being mixed, so one might switch to mixing the potential and hope for a cure. If the step is a fixed number and is left unchanged, the swings, while they are small, go on growing by the same factor per cycle. Without knowing why, one can spend effort on the choice of mixed variable when the step or the preconditioner has to change.

Let \(F\) be the map that takes an input potential \(V\), solves the one-electron problem at fixed electron number and temperature, and returns a density. Let \(V[n]\) be the potential built from a density. A self-consistent pair obeys \(n_*=F(V_*)\) and \(V_*=V[n_*]\). With a fixed number \(\alpha>0\), density mixing and potential mixing are

\[
n_{k+1}=n_k+\alpha\{F(V[n_k])-n_k\},\qquad
V_{k+1}=V_k+\alpha\{V[F(V_k)]-V_k\}.
\]

Both maps are assumed differentiable at the solution, with derivatives

\[
\chi=\frac{\partial F}{\partial V}\bigg|_{V_*},\qquad
K=\frac{\partial V}{\partial n}\bigg|_{n_*}.
\]

Here \(\chi\) is the response of independent electrons to the total potential, and \(K\) is the interaction kernel, the sum of a Hartree and an exchange-correlation part. On a grid both are finite matrices.

Put \(n_k=n_*+\delta n_k\). To first order \(V[n_k]=V_*+K\delta n_k\), hence \(F(V[n_k])=n_*+\chi K\delta n_k\). For \(V_k=V_*+\delta V_k\) the order is reversed: first \(\chi\) acts, then \(K\). Subtracting the fixed point from each rule gives

\[
\delta n_{k+1}=M_n\delta n_k,\quad M_n=(1-\alpha)I+\alpha\chi K,
\]
\[
\delta V_{k+1}=M_V\delta V_k,\quad M_V=(1-\alpha)I+\alpha K\chi .
\]

An eigenvalue \(\mu\) of the product becomes the factor \(1-\alpha+\alpha\mu=1-\alpha\lambda\) per cycle, with \(\lambda=1-\mu\). The numbers \(\lambda\) are eigenvalues of the dielectric matrix \(I-\chi K\), or of \(I-K\chi\).

Suppose \(\chi Kx=\mu x\) with \(\mu\neq0\) and \(x\neq0\). Then \(Kx\neq0\), since otherwise the left side would vanish and the right side would not. Multiplying by \(K\) from the left gives

\[
K\chi\,(Kx)=\mu\,(Kx),
\]

so \(Kx\) is an eigenvector of the other product with the same eigenvalue. A density error of a given mode and the potential it produces are two descriptions of one disturbance.

Multiplicities agree as well. For every power \(m\),

\[
K(\chi K-\mu I)^m=(K\chi-\mu I)^mK,
\]

because moving \(K\) through one bracket changes \(\chi K\) into \(K\chi\). Thus \(K\) carries generalized eigenvectors of \(\chi K\) into those of \(K\chi\). No nonzero vector of this space is lost: \(Kx=0\) would imply \(\chi Kx=0\), whereas \(\chi K\) is invertible on the generalized eigenspace of a nonzero \(\mu\). The same argument with \(\chi\) runs in the opposite direction. The two spaces therefore have equal dimension, and all factors with \(\mu\neq0\) are common to the two schemes.

This does not yet make the convergence factors equal, because the convergence factor is the spectral radius, the largest modulus among all eigenvalues of \(M_n\) or \(M_V\). A zero eigenvalue of the product contributes \(1-\alpha\), and that may be the largest. If densities and potentials are vectors of the same finite length \(N\), the number of zero eigenvalues is \(N\) minus the number of nonzero ones, so it too is the same and the radii are equal. If the lengths differ, they need not be. Take one density variable and two potential variables, with

\[
\chi=(-1,\,-1),\qquad K=\begin{pmatrix}1\\2\end{pmatrix},\qquad
\chi K=-3,\qquad K\chi=\begin{pmatrix}-1&-1\\-2&-2\end{pmatrix}.
\]

The matrix \(K\chi\) has eigenvalues \(-3\) and \(0\). At \(\alpha=0.2\) the common factor is \(1-0.2\times4=0.2\), while the zero eigenvalue adds \(1-0.2=0.8\). The radii are 0.2 for the density and 0.8 for the potential. The slow potential error is proportional to \((1,-1)^T\), which \(\chi\) does not see. In general

\[
\chi M_V=(1-\alpha)\chi+\alpha\chi K\chi=M_n\chi ,
\]

so the output density \(\chi\,\delta V_k\) of a potential-mixing run obeys the density-mixing law. In this example it is multiplied by 0.2 per cycle, although the potential error as a whole is eventually multiplied by 0.8 per cycle.

An extended system at fixed electron number has such zero modes for a physical reason. A constant added to \(V\) does not change the density, so \(\chi\) acting on a constant gives zero. The output charge cannot change either, so the sum over each column of \(\chi\) vanishes. A constant error of the potential, and an error of the total charge in the density, both decay as \((1-\alpha)^k\). Starting with the right charge removes the second, and the first has no effect on the density.

The stability limit requires knowing where the \(\lambda\) lie. Consider a film that is uniform in its plane, with free motion there and subbands \(E_i\), real orbitals \(\varphi_i(z)\) across it. In atomic units the two spin states give \(2k\,dk/(2\pi)=k\,dk/\pi=d\varepsilon/\pi\) states per area in an interval \(d\varepsilon\) of in-plane kinetic energy. Integrating the Fermi function with chemical potential \(\zeta\) gives the areal filling

\[
N_i=\frac{k_BT}{\pi}\ln\!\left[1+e^{(\zeta-E_i)/k_BT}\right],\qquad
n(z)=\sum_iN_i\varphi_i^2(z).
\]

A perturbation \(\delta V(z)\) conserves the in-plane momentum. With \(V_{ij}=\langle\varphi_i|\delta V|\varphi_j\rangle\), first-order perturbation theory gives \(\delta\varphi_i=\sum_{j\ne i}\varphi_jV_{ji}/(E_i-E_j)\). The orbital part of \(\delta n\) is then \(\sum_{i\neq j}2N_i\varphi_i\varphi_jV_{ij}/(E_i-E_j)\). Averaging this with the same sum after exchange of \(i\) and \(j\), and adding the change of filling, gives

\[
\delta n=\sum_{i\ne j}\frac{N_i-N_j}{E_i-E_j}\,\varphi_i\varphi_jV_{ij}
+\sum_iN_i'\,(V_{ii}-\delta\zeta)\,\varphi_i^2 ,
\]

where \(N_i'=dN_i/dE_i<0\). Conservation of charge requires \(\sum_iN_i'(V_{ii}-\delta\zeta)=0\), so \(\delta\zeta\) is the average of \(V_{ii}\) with weights \(N_i'\). Multiplying by \(\delta V\) and integrating yields

\[
\int\delta V\,\delta n\,dz=\sum_{i\ne j}\frac{N_i-N_j}{E_i-E_j}V_{ij}^2
+\sum_iN_i'(V_{ii}-\delta\zeta)^2\le0 .
\]

In the last sum the extra term \(-\delta\zeta\) is allowed because its coefficient vanishes by charge conservation. Each ratio is negative because the filling falls with energy. So \(\chi\) is symmetric and negative semidefinite, and \(\chi=-S^2\) with a real symmetric \(S\).

Now \(\chi K=(-S)(SK)\), and by the exchange theorem its nonzero eigenvalues are those of \((SK)(-S)=-SKS\). For a local density functional on a uniform grid \(K\) is symmetric, so this matrix is symmetric and its eigenvalues are real. The \(\lambda\) are therefore the eigenvalues of \(I+SKS\). If the smallest, \(\lambda_{\min}\), is positive, all factors have modulus below one when

\[
0<\alpha<\frac{2}{\lambda_{\max}} .
\]

The upper limit is where \(1-\alpha\lambda_{\max}\) reaches \(-1\), which means a sign change every cycle without decay. The best fixed step balances the two ends of the spectrum. As \(\alpha\) grows, \(1-\alpha\lambda_{\min}\) falls and \(\alpha\lambda_{\max}-1\) rises, so their maximum is least where they are equal:

\[
\alpha_{\rm best}=\frac{2}{\lambda_{\min}+\lambda_{\max}},\qquad
\rho_{\rm best}=\frac{\lambda_{\max}-\lambda_{\min}}{\lambda_{\max}+\lambda_{\min}} .
\]

As a worked case take a film of three atomic layers in which the ions are replaced by a uniform positive background (jellium). The inputs are roughly those of aluminium: lattice constant 4.05 Å, three valence electrons per atom, and the spacing of (111) layers. They give a density of 0.1806 electrons per Å\(^3\) and a thickness of \(3\times2.338=7.01\) Å. The temperature is 300 K, and the Kohn–Sham equation is solved in the local density approximation with Slater exchange and VWN correlation. The grid step is 0.12 Å, with 4 Å of vacuum on each side. For planar charge the Hartree kernel is \(-2\pi|z-z'|\), and the exchange-correlation kernel is diagonal in \(z\).

The dielectric spectrum runs from \(\lambda_{\min}=0.939\) to \(\lambda_{\max}=28.1\), and the next largest values on this grid are 7.63, 3.65 and 2.36. These are less well converged than \(\lambda_{\max}\): a spectral discretization gives 7.53, 3.64 and 2.33. One subband edge of this film lies only about 0.01 eV from the chemical potential, less than \(k_BT\). Among errors that are uniform in the plane, one mode stands far above the others. Differentiating the two full nonlinear maps numerically, without using the response formula, gives 28.1076 for both. Over all eigenvalues with \(|\lambda-1|>0.02\), the largest deviation relative to the response formula is \(6\times10^{-6}\) for the density map and \(2\times10^{-7}\) for the potential map.

That \(\lambda_{\min}\) lies below one is due to exchange and correlation. For a neutral \(\delta n\) the Hartree potential \(v\) obeys \(v''=-4\pi\delta n\) and has no field outside the film, so one integration by parts gives \(\int v\,\delta n\,dz=(1/4\pi)\int(v')^2dz\ge0\). The Hartree part of \(SKS\) is thus positive semidefinite and cannot lower any \(\lambda\) below one. Without the exchange-correlation kernel, at the same density, \(\lambda_{\max}\) is 1.5% larger.

The stability limit is \(\alpha=2/28.1=0.0712\). Just below it, at \(\alpha=0.07044\), the predicted factor is \(1-0.07044\times28.1076=-0.980\). Runs of 450 cycles from small asymmetric errors end with a measured factor of \(-0.980\) for both schemes. Just above it, at \(\alpha=0.07471\), the prediction is \(-1.100\), and both schemes grow by that factor with alternating sign. In the decaying runs, \(K\) applied to the final density residual is parallel to the final potential residual, with a normalized overlap of 1.0000000, as the relation between \(x\) and \(Kx\) demands.

The spectral radius shows up in a run only if the starting error contains the leading mode. At the same unstable step, \(\alpha=0.07471\), a density error symmetric about the middle of the film shrinks: for a smooth Gaussian bump the residual after 60 cycles is \(1.7\times10^{-5}\) of its first value. Narrower bumps leave up to about \(2\times10^{-3}\); the slowest even factor is about 0.93. The mirror symmetry of the film keeps even and odd errors apart, and the unstable mode is odd. Any odd rounding error is meanwhile multiplied by \(1.1^{60}\approx300\), so the apparent convergence would not last.

The best fixed step is \(2/(0.939+28.108)=0.0689\), with a factor of 0.935 per cycle. If the error falls at this asymptotic rate from the start, reducing it to \(10^{-6}\) of its initial size takes \(\ln10^{-6}/\ln0.93534\approx207\) cycles in either variable. The factor \(1-\alpha\) of the zero modes does not spoil this, since \(\lambda=1\) lies between the two ends. At the smaller step \(\alpha=0.0356\), both an excess charge and a constant shift of the potential fall in five cycles to 0.834 of their initial size, equal to \((1-\alpha)^5\).

The large eigenvalue can be traced to the long range of the Coulomb force. For slow variations inside a uniform metal, \(\delta n=-N_0\,\delta V\) for a disturbance of zero average, where \(N_0=k_F/\pi^2\) is the density of states of a free-electron gas with Fermi wave number \(k_F\). The longest odd wave without field outside a film of width \(L\) is \(\sin(\pi z/L)\), measured from the middle. Poisson's equation turns \(\delta n\) into \(4\pi(L/\pi)^2\delta n\), so \(\mu=-4\pi N_0L^2/\pi^2\) and

\[
\lambda_{\max}\approx1+k_{\rm TF}^2\frac{L^2}{\pi^2},\qquad k_{\rm TF}^2=\frac{4k_F}{\pi}.
\]

The given density corresponds to \(k_{\rm TF}^2=4.21\) Å\(^{-2}\). For \(L=7.01\) Å the estimate is 22, against the computed 28.1. The computed values for two, three, four and six layers are 14.4, 28.1, 46.4 and 97.1. Solving the estimate for \(L\) gives widths of 5.60, 7.97, 10.32 and 15.01 Å, which exceed the background thickness by 0.92 to 0.98 Å in all four cases. For these films and for errors uniform in the plane, then, the stable step falls nearly as the inverse square of a slightly enlarged thickness, whichever variable is mixed. A wide lateral cell also admits errors with a small in-plane wave number \(q\), whose Coulomb kernel grows as \(2\pi/q\). For the three-layer film their largest \(\lambda\) is roughly 9, 25, 45 and 90 in hexagonal cells 11, 23, 34 and 57 Å wide, so beyond about 25 Å the lateral size, not the thickness, limits the step.

The equality of factors concerns the last stage of convergence, but in one case the whole runs coincide. Let \(V[n]\) be affine, a linear function plus a constant, as it is with the Hartree term alone. If \(V_k=V[n_k]\), then

\[
V[n_{k+1}]=(1-\alpha)V[n_k]+\alpha V[F(V_k)]=V_{k+1},
\]

so matched starts stay matched. Exchange and correlation break this. For a local function \(v(n)\) and a density step from \(a\) to \(b\), Taylor expansion gives

\[
v\big((1-\alpha)a+\alpha b\big)-(1-\alpha)v(a)-\alpha v(b)
\approx-\tfrac12\alpha(1-\alpha)v''(a)(b-a)^2 .
\]

The mismatch is of second order in the error and drops out of the asymptotic factor. In the film, a density tilted by a relative \(2\times10^{-4}\) at the box edges was followed for ten cycles at \(\alpha=0.0356\). With the exchange-correlation potential frozen, the largest difference between the two runs is \(2\times10^{-13}\) eV, which is rounding. With the full potential it is \(3.5\times10^{-7}\) eV, and halving the initial tilt divides it by 4.01. Far from the solution these terms need not be small, so equal factors near it do not guarantee that both schemes converge from a distant start.

The number \(\alpha\) can also be replaced by a matrix \(P\). The density error matrix becomes \(I-P(I-\chi K)\), the potential one \(I-P(I-K\chi)\). If \(P\) is symmetric, then since \(\chi\) and \(K\) are symmetric,

\[
[P(I-K\chi)]^T=(I-\chi K)P ,
\]

and the right side has the same eigenvalues as \(P(I-\chi K)\), because square products can be exchanged. A matrix and its transpose share their spectrum, so the factors still agree. For a nonsymmetric \(P\) this argument fails. If \(K\) is invertible, the potential scheme equivalent to density mixing with \(P\) uses \(KPK^{-1}\), which in general is a different matrix.

The Kerker preconditioner, \(q^2/(q^2+k_{\rm TF}^2)\) for wave number \(q\), is symmetric; here it is built with zero boundary values at the box walls. The real parts of the two spectra then agree to \(10^{-14}\). Multiplying it from the left by \(1+0.5\cos(2\pi z/w)\), with \(w=6\) bohr or 3.2 Å, makes it nonsymmetric, and the sorted real parts differ by up to 0.81.

The Kerker spectrum itself holds a surprise. Its real parts run from 0.014 to 0.985: the large eigenvalue is gone, but a very small one has appeared. Even the best additional scalar step cannot bring the factor below \((0.9845-0.0140)/(0.9845+0.0140)=0.972\), which is worse than the 0.935 of plain mixing. Much of this is due to the boundary condition. With zero values at the walls the preconditioner does not conserve charge, and the slowest density mode carries a net charge. With zero slope at the walls charge is conserved; for neutral errors the smallest eigenvalue is then 0.045 and the best factor 0.91, slightly better than plain mixing. Widening the vacuum to 6 Å on each side raises that factor to 0.96, because long waves in the vacuum are damped slowly. For this thin film, whether the bulk-metal recipe pays depends on the walls and on the vacuum.

The numbers are those of a model. Halving the grid step changes \(\lambda_{\max}\) by \(-0.12\%\), and widening the vacuum to 6 Å changes it by \(+0.13\%\). The work function, 3.47 eV, moves by 0.002 and 0.02 eV; it oscillates with thickness and is 3.7 to 3.8 eV for two, four, five, six and eight layers, while for real aluminium it is roughly 4 eV. The wider vacuum also lowers \(\lambda_{\min}\) by 0.003. Doubling the temperature to 600 K changes \(\lambda_{\max}\) by only \(-0.002\%\). The assumption that a real film breaks most plainly is the uniform background. Replacing it by ion planes, with the potential of empty-core ions of radius 0.59 Å averaged over the plane, lowers \(\lambda_{\max}\) by 4.5% to 26.8 and raises the stability limit from 0.071 to about 0.075. The variation within the plane is still left out. Its scale is set by lattice components of the unscreened ion potential: 0.07 eV for (111), which lies near a node and changes by about 0.24 eV when the core radius changes by 0.02 Å, 0.87 eV for (200), and 1.4 eV for (220), which lies wholly in the plane and is 12% of the bulk Fermi energy of 11.7 eV; the resulting shift of \(\lambda_{\max}\) was not computed. The film is only 0.7 nm thick. For laterally uniform errors, extrapolating the long-wave estimate to 10 nm gives \(\lambda_{\max}\) near \(4\times10^3\) and a stable step below about \(5\times10^{-4}\).

The derivation also marks where the equality ends. It needs a differentiable map, which can fail at zero temperature when a subband edge sits at the Fermi level, since the filling \(N_i\) then has a kink. It needs the same fixed step in both schemes. A method that rebuilds its step from earlier cycles has no single error matrix, and its rate is not settled by this argument.

## Computed values

```
lattice constant, core radius: 4.05, 0.59 angstrom
valence electrons per atom: 3; temperature: 300 K
electron density: 0.1806 per cubic angstrom
layer spacing, film thickness: 2.338, 7.015 angstrom
grid step: 0.1201 angstrom; points: 124; vacuum per side: 4 angstrom
bulk Fermi energy: 11.652 eV
work function of film: 3.465 eV
lambda min, max: 0.93901, 28.1076
three next largest lambda: 7.6295 3.6542 2.3620
lambda max, density-map Jacobian: 28.1076
lambda max, potential-map Jacobian: 28.1076
largest relative error, density, potential: 6.0e-06, 2.2e-07
stability limit of alpha: 0.07116
alpha below limit: 0.07044; predicted factor: -0.98000
  measured, density, potential: -0.98000, -0.98000
alpha above limit: 0.07471; predicted factor: -1.10000
  measured, density, potential: -1.10000, -1.10000
overlap of K(density mode) with potential mode: 1.0000000
even start above limit, residual ratio, 60 cycles: 1.73e-05
best alpha, its factor: 0.06885, 0.93534
cycles per factor 1e-6 at best alpha: 207
zero modes, alpha 0.03558, 5 cycles, (1-alpha)^5: 0.834328
  charge error, potential shift left: 0.834328, 0.834328
iterate gap, affine potential: 2.4e-13 eV
iterate gap, full LDA: 3.53e-07 eV
gap ratio when start error is halved: 4.006
Kerker P, lambda min, max: 0.0140, 0.9845
spectral difference, symmetric P: 9.4e-15
spectral difference, nonsymmetric P: 0.811
unequal spaces, alpha 0.2, radii n, V: 0.200, 0.800
  factor of density seen in potential mixing: 0.200
lambda max, 2 layers (4.68 angstrom): 14.359
lambda max, 3 layers (7.01 angstrom): 28.108
lambda max, 4 layers (9.35 angstrom): 46.443
lambda max, 6 layers (14.03 angstrom): 97.096
shift of lambda max, half grid step: -0.119 %
shift of lambda max, vacuum 6 angstrom: 0.1284 %
work function shift, half step: 0.0024 eV
work function shift, vacuum 6 angstrom: 0.0231 eV
shift of lambda max, 600 K: -0.002 %
shift of lambda max, no xc kernel: 1.54 %
shift of lambda max, ion planes: -4.49 %
unscreened lattice components 111, 200: 0.066, 0.872 eV
```
